# Warming a polyurethane polishing pad: relaxation frequency and storage modulus: test program

```python
"""Warming a polyurethane polishing pad: WLF shift and storage modulus.

Result under test, for warming from T1 to T2:
  log10(f2/f1) = C1*C2*(T2-T1)/((C2+T1-Tr)*(C2+T2-Tr))
  E' = Er + (Eg-Er)*x*(x+c)/(1+2*c*x+x*x)
  x = (f/fr)**alpha, c = cos(pi*alpha/2)
C1, C2: WLF constants at reference temperature Tr; fr: loss-peak frequency;
f: feature-passing frequency; Er, Eg: relaxed and glassy moduli;
alpha: width parameter (1 means one relaxation time).
The independent road uses free volume and a distribution of Maxwell elements.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar

# Round model inputs, SI units
C1, C2, Tr = 10.0, 100.0, 293.0
T1, T2 = 303.0, 323.0
fr_ref = 100.0
Er, Eg, alpha = 100e6, 1000e6, 0.3
speed, spacing = 1.0, 100e-6
f = speed / spacing


def relaxation_frequency(T):
    return fr_ref * 10 ** (C1 * (T - Tr) / (C2 + T - Tr))


def fractions(ratio, width=alpha):
    """Closed storage and loss fractions at ratio = f/fr."""
    x = ratio ** width
    c, s = np.cos(np.pi * width / 2), np.sin(np.pi * width / 2)
    denominator = 1 + 2 * c * x + x * x
    return x * (x + c) / denominator, x * s / denominator


def storage(freq, T, relaxed=Er, glassy=Eg, width=alpha):
    part = fractions(freq / relaxation_frequency(T), width)[0]
    return relaxed + (glassy - relaxed) * part


# Free-volume law, with its coefficient B set to one
phi_ref = 1 / (np.log(10) * C1)
phi_slope = phi_ref / C2


def log_time_free_volume(T):
    return 1 / (phi_ref + phi_slope * (T - Tr))


shift = C1 * C2 * (T2 - T1) / ((C2 + T1 - Tr) * (C2 + T2 - Tr))
free_shift = (log_time_free_volume(T1) - log_time_free_volume(T2)) / np.log(10)
assert abs(shift - free_shift) < 1e-11
f1, f2 = relaxation_frequency(T1), relaxation_frequency(T2)
assert abs(np.log10(f2 / f1) - free_shift) < 1e-11


# Apparent activation energy against a derivative of the free-volume law
def activation_energy(T):
    return boltzmann * np.log(10) * C1 * C2 * T**2 / (C2 + T - Tr)**2


for T in (T1, T2):
    h = 1e-7
    upper = log_time_free_volume(1 / (1 / T + h))
    lower = log_time_free_volume(1 / (1 / T - h))
    numerical = boltzmann * (upper - lower) / (2 * h)
    assert abs(numerical / activation_energy(T) - 1) < 1e-6

# One Maxwell element driven in time, with unit modulus and relaxation time
w = 0.7
period = 2 * np.pi / w
times = np.linspace(11 * period, 12 * period, 2001)
motion = solve_ivp(lambda t, y: [w * np.cos(w * t) - y[0]],
                   (0, 12 * period), [0.0], t_eval=times,
                   rtol=1e-9, atol=1e-11)
in_phase = 2 / period * trapezoid(motion.y[0] * np.sin(w * times), times)
out_phase = 2 / period * trapezoid(motion.y[0] * np.cos(w * times), times)
single = fractions(w, 1.0)
assert abs(in_phase - single[0]) < 1e-6
assert abs(out_phase - single[1]) < 1e-6

# Distribution of Maxwell elements over logarithmic relaxation rate
u = np.linspace(-100, 100, 10001)
weight = np.sin(np.pi * alpha) / (
    2 * np.pi * (np.cosh(alpha * u) + np.cos(np.pi * alpha)))
assert abs(trapezoid(weight, u) - 1) < 1e-10


def distributed_fractions(ratio, speedup=1.0):
    rate_over_omega = np.exp(u) * speedup / ratio
    elastic = 1 / (1 + rate_over_omega**2)
    viscous = rate_over_omega * elastic
    return trapezoid(weight * elastic, u), trapezoid(weight * viscous, u)


for ratio in (0.01, 0.4, 1.0, 12.0, 500.0):
    assert np.allclose(distributed_fractions(ratio), fractions(ratio),
                       rtol=1e-8, atol=1e-10)
peak = minimize_scalar(lambda z: -distributed_fractions(np.exp(z))[1],
                       bounds=(-2, 1.5), method="bounded",
                       options={"xatol": 1e-7})
assert abs(peak.x) < 1e-4

# Final modulus by speeding up every element from the reference state
E1, E2 = storage(f, T1), storage(f, T2)
for T, modulus in ((T1, E1), (T2, E2)):
    factor = np.exp(log_time_free_volume(Tr) - log_time_free_volume(T))
    direct = Er + (Eg - Er) * distributed_fractions(f / fr_ref, factor)[0]
    assert abs(direct / modulus - 1) < 1e-8
assert E2 < E1

# Glass-transition estimate: relaxation time reaches 100 s
glass_time = 100.0
T_glass = brentq(lambda T: np.log(2 * np.pi * relaxation_frequency(T)
                                  * glass_time), Tr - 80, Tr)
assert T_glass < T1 < T2 < T_glass + 100

# Sizes of neglected effects; these auxiliary inputs are rough
entropic = storage(f, T2, relaxed=Er * T2 / T1) - E2
glass_loss_per_K = 0.002
softening = storage(f, T2, glassy=Eg * (1 - glass_loss_per_K * (T2 - T1))) - E2
wet_drop = 10.0
wet1, wet2 = storage(f, T1 + wet_drop), storage(f, T2 + wet_drop)
friction, contact_pressure, contact_radius = 0.4, 10e6, 10e-6
oxide_thickness, k_oxide, k_silicon = 1e-6, 1.4, 150.0
heat_flux = friction * contact_pressure * speed
heating = heat_flux * (oxide_thickness / k_oxide + contact_radius / k_silicon)
hot_contact = storage(f, T2 + heating) - E2
third_harmonic = storage(3 * f, T2)
density = 1100.0
wavelength = np.sqrt(E2 / density) / f
assert wavelength > 100 * spacing
arrhenius_shift = activation_energy(T1) / (boltzmann * np.log(10)) * (
    1 / T1 - 1 / T2)
arrhenius_part = fractions(f / (f1 * 10**arrhenius_shift))[0]
E_arrhenius = Er + (Eg - Er) * arrhenius_part
naive_shift = C1 * (T2 - T1) / (C2 + T2 - T1)
assert naive_shift > shift and arrhenius_shift > shift


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("WLF C1", C1)
show("WLF C2", C2, "K")
show("Reference temperature", Tr, "K")
show("Initial temperature", T1, "K")
show("Final temperature", T2, "K")
show("Relaxation frequency at reference", fr_ref, "Hz")
show("Relaxed modulus", Er / 1e6, "MPa")
show("Glassy modulus", Eg / 1e6, "MPa")
show("Width parameter alpha", alpha)
show("Sliding speed", speed, "m/s")
show("Feature spacing", spacing * 1e6, "um")
show("Feature-passing frequency", f, "Hz", 5)
show("Reference free-volume fraction (B=1)", phi_ref)
show("Free-volume slope (B=1)", phi_slope, "1/K")
show("Frequency shift", shift, "decades")
show("Relaxation-frequency ratio", f2 / f1)
show("Initial relaxation frequency", f1, "Hz")
show("Final relaxation frequency", f2, "Hz", 5)
show("Initial f/fr", f / f1)
show("Final f/fr", f / f2)
show("Initial x", (f / f1)**alpha)
show("Final x", (f / f2)**alpha)
show("Cosine c", np.cos(np.pi * alpha / 2))
show("Initial storage fraction", fractions(f / f1)[0])
show("Final storage fraction", fractions(f / f2)[0])
show("Initial storage modulus", E1 / 1e6, "MPa")
show("Final storage modulus", E2 / 1e6, "MPa")
show("Final storage modulus converted", E2 * 1e-30 / charge, "eV/angstrom^3")
show("Storage modulus decrease", 100 * (1 - E2 / E1), "%")
show("Initial loss modulus", (Eg - Er) * fractions(f / f1)[1] / 1e6, "MPa")
show("Final loss modulus", (Eg - Er) * fractions(f / f2)[1] / 1e6, "MPa")
show("Activation energy at initial T", activation_energy(T1) / charge, "eV")
show("Activation energy at final T", activation_energy(T2) / charge, "eV")
show("Shift if 20 K is measured from Tr", naive_shift, "decades")
show("Shift with fixed initial Arrhenius slope", arrhenius_shift, "decades")
show("Final modulus with that Arrhenius slope", E_arrhenius / 1e6, "MPa")
show("Temperature where relaxation time is 100 s", T_glass, "K")
show("Initial modulus, single time", storage(f, T1, width=1) / 1e6, "MPa")
show("Final modulus, single time", storage(f, T2, width=1) / 1e6, "MPa")
show("Entropic stiffening of relaxed part", entropic / 1e6, "MPa")
show("Rough glassy softening rate", 100 * glass_loss_per_K, "%/K")
show("Modulus change from glassy softening", softening / 1e6, "MPa")
show("Rough water-induced drop of Tr", wet_drop, "K")
show("Initial modulus, wet pad", wet1 / 1e6, "MPa")
show("Final modulus, wet pad", wet2 / 1e6, "MPa")
show("Rough friction coefficient", friction)
show("Rough contact pressure", contact_pressure / 1e6, "MPa")
show("Rough contact radius", contact_radius * 1e6, "um")
show("Rough oxide thickness", oxide_thickness * 1e6, "um")
show("Rough oxide thermal conductivity", k_oxide, "W/(m K)")
show("Rough silicon thermal conductivity", k_silicon, "W/(m K)")
show("Estimated contact heating", heating, "K")
show("Modulus change from contact heating", hot_contact / 1e6, "MPa")
show("Final modulus at third harmonic", third_harmonic / 1e6, "MPa")
show("Rough pad density", density, "kg/m^3")
show("Elastic wavelength at final T", wavelength * 1e3, "mm")
print("all good")
```

Output:

```
WLF C1: 10
WLF C2: 100 K
Reference temperature: 293 K
Initial temperature: 303 K
Final temperature: 323 K
Relaxation frequency at reference: 100 Hz
Relaxed modulus: 100 MPa
Glassy modulus: 1000 MPa
Width parameter alpha: 0.3
Sliding speed: 1 m/s
Feature spacing: 100 um
Feature-passing frequency: 10000 Hz
Reference free-volume fraction (B=1): 0.04343
Free-volume slope (B=1): 0.0004343 1/K
Frequency shift: 1.399 decades
Relaxation-frequency ratio: 25.04
Initial relaxation frequency: 811.1 Hz
Final relaxation frequency: 20309 Hz
Initial f/fr: 12.33
Final f/fr: 0.4924
Initial x: 2.125
Final x: 0.8085
Cosine c: 0.891
Initial storage fraction: 0.6889
Final storage fraction: 0.444
Initial storage modulus: 720 MPa
Final storage modulus: 499.6 MPa
Final storage modulus converted: 0.003119 eV/angstrom^3
Storage modulus decrease: 30.61 %
Initial loss modulus: 93.34 MPa
Final loss modulus: 106.8 MPa
Activation energy at initial T: 1.506 eV
Activation energy at final T: 1.225 eV
Shift if 20 K is measured from Tr: 1.667 decades
Shift with fixed initial Arrhenius slope: 1.551 decades
Final modulus with that Arrhenius slope: 475.2 MPa
Temperature where relaxation time is 100 s: 260.6 K
Initial modulus, single time: 994.1 MPa
Final modulus, single time: 275.6 MPa
Entropic stiffening of relaxed part: 3.67 MPa
Rough glassy softening rate: 0.2 %/K
Modulus change from glassy softening: -17.76 MPa
Rough water-induced drop of Tr: 10 K
Initial modulus, wet pad: 604.5 MPa
Final modulus, wet pad: 413.7 MPa
Rough friction coefficient: 0.4
Rough contact pressure: 10 MPa
Rough contact radius: 10 um
Rough oxide thickness: 1 um
Rough oxide thermal conductivity: 1.4 W/(m K)
Rough silicon thermal conductivity: 150 W/(m K)
Estimated contact heating: 3.124 K
Modulus change from contact heating: -29.01 MPa
Final modulus at third harmonic: 577.8 MPa
Rough pad density: 1100 kg/m^3
Elastic wavelength at final T: 67.4 mm
all good
```
